# Diffraction Orders of Polygonal Thin Masks from Vertices, and Pixel Errors

## Definitions and conventions

A mask pattern repeats with period $P$ in $x$ and $y$. All lengths are at wafer scale, so mask dimensions have been divided by the reduction of the lens. In the thin-mask (Kirchhoff) model the field just behind the mask is the incident field times a transmission $t(\mathbf r)$. Here $t=t_f$ inside a polygonal opening and $t=t_b$ outside it. The diffraction orders are the Fourier coefficients

$$c_{mn}=\frac1{P^2}\int_{\rm cell}t(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^2r,\qquad \mathbf k=\frac{2\pi}{P}(m,n).$$

Write $t=t_b+(t_f-t_b)\chi$, where $\chi$ is 1 in the polygon and 0 elsewhere. The constant $t_b$ integrates to zero over the cell unless $m=n=0$, so

$$c_{mn}=t_b\,\delta_{m0}\delta_{n0}+\frac{t_f-t_b}{P^2}F(\mathbf k),\qquad F(\mathbf k)=\int_{\rm polygon}e^{-i\mathbf k\cdot\mathbf r}\,d^2r.$$

The polygon has straight edges that do not cross, and its vertices $\mathbf v_j$ run counter-clockwise. Edge $j$ has the vector $\mathbf d_j=\mathbf v_{j+1}-\mathbf v_j$ and the midpoint $\mathbf m_j$. Further, $\mathbf k\times\mathbf d=k_xd_y-k_yd_x$, $k=|\mathbf k|$, and $\operatorname{sinc}u=\sin u/u$ with $\operatorname{sinc}0=1$.

The example is an L-shaped opening with a 45° chamfer at its inner corner, in a cell with $P=400$ nm. Its vertices in nm are $(-103.7,-121.3)$, $(118.9,-121.3)$, $(118.9,-9.1)$, $(41.3,-9.1)$, $(9.6,22.6)$, $(9.6,126.4)$ and $(-103.7,126.4)$. The opening has $t_f=1$. The background transmits 6 % of the intensity with reversed phase, so $t_b=-\sqrt{0.06}=-0.24495$.

## The first naive scheme: sample and transform

Divide the cell into $N\times N$ pixels of side $\Delta=P/N$, set $b_p=1$ if the centre $\mathbf r_p$ of pixel $p$ lies in the polygon and $b_p=0$ otherwise, and compute

$$G(\mathbf k)=\Delta^2\sum_p b_p\,e^{-i\mathbf k\cdot\mathbf r_p}.$$

An FFT delivers this sum for all orders at once, apart from a known phase set by the position of the first pixel centre. Two things go wrong, and a rectangle separates them.

First, the edges move. With a pixel boundary at the origin, the centres lie at half-integer multiples of $\Delta$, so a vertical or horizontal edge acts as if it lay on the nearest multiple of $\Delta$. Second, each pixel is represented by a point. The integral over a full pixel is

$$\int_{\rm pixel}e^{-i\mathbf k\cdot\mathbf r}d^2r=\Delta^2\operatorname{sinc}\frac{k_x\Delta}2\operatorname{sinc}\frac{k_y\Delta}2\;e^{-i\mathbf k\cdot\mathbf r_p},$$

so $G$ is the transform of the snapped rectangle divided by the two sinc factors.

Take a rectangle of $113.3\times168.1$ nm with corners $(-61.3,-88.7)$ and $(52.0,79.4)$. At $N=64$, $\Delta=6.25$ nm and the snapped size is $112.50\times168.75$ nm. For order (1,0), the loss of width lowers $|F|$ by 0.51 %, the gain in height raises it by 0.39 %, and the missing sinc factor raises it by 0.04 %. The net change is $-0.09$ %, from 16629.9 to 16615.5 nm². The small result comes from a partial cancellation between edge errors, which another order or another position need not share.

## What pixels can guarantee

A better pixel value is the covered fraction $a_p$ of its area, here called grey sampling. Its error can be bounded for any polygon. Let $\mathbf u$ be the position relative to the pixel centre and $S_p$ the covered part of the pixel. Then

$$F-G_{\rm grey}=\sum_p e^{-i\mathbf k\cdot\mathbf r_p}\int_{S_p}\left(e^{-i\mathbf k\cdot\mathbf u}-1\right)d^2u.$$

Use $e^{-iq}-1=-iq+\rho$ with $|\rho|\le q^2/2$. In a full pixel the linear term vanishes by symmetry. In a cut pixel it does not, but the integral of $\mathbf k\cdot\mathbf u$ over the whole pixel is zero, so its positive and negative parts are equal in size. The integral over any part is therefore at most half of $\int|\mathbf k\cdot\mathbf u|\,d^2u$. Since $\int(\mathbf k\cdot\mathbf u)^2d^2u=k^2\Delta^4/12$, the Cauchy–Schwarz inequality gives

$$\left|\int_{S_p}\mathbf k\cdot\mathbf u\,d^2u\right|\le\frac12\,\Delta\,\frac{k\Delta^2}{\sqrt{12}}=\frac{k\Delta^3}{4\sqrt3}.$$

With $N_b$ cut pixels and $N_t$ pixels touched by the polygon,

$$|F-G_{\rm grey}|\le N_b\frac{k\Delta^3}{4\sqrt3}+N_t\frac{k^2\Delta^4}{24}.$$

For a fixed polygon $N_b$ grows as $1/\Delta$ and $N_t$ as $1/\Delta^2$, so the bound is of second order in $\Delta$. At $k=0$ it is zero, because the covered fractions add up to the true area. Binary sampling replaces $a_p$ by 0 or 1 in the cut pixels, which adds at most $N_b\Delta^2$. That term is of first order and survives at $k=0$.

Grey sampling needs the polygon clipped to each cut pixel. Once the vertices are being used at that level, the pixels can be dropped altogether.

## From area to edges

For $k\ne0$ the integrand is a divergence. As $\mathbf k$ is constant,

$$\nabla\cdot\left(\mathbf k\,e^{-i\mathbf k\cdot\mathbf r}\right)=-ik^2e^{-i\mathbf k\cdot\mathbf r}\quad\Rightarrow\quad e^{-i\mathbf k\cdot\mathbf r}=\frac{i}{k^2}\nabla\cdot\left(\mathbf k\,e^{-i\mathbf k\cdot\mathbf r}\right).$$

The divergence theorem turns $F$ into an integral over the boundary. On a counter-clockwise contour the outward normal times the edge length is $(d_y,-d_x)$, whose product with $\mathbf k$ is $\mathbf k\times\mathbf d$. With $\mathbf r=\mathbf m_j+s\,\mathbf d_j$ and $-\tfrac12\le s\le\tfrac12$,

$$\int_{-1/2}^{1/2}e^{-i\mathbf k\cdot(\mathbf m_j+s\mathbf d_j)}ds=e^{-i\mathbf k\cdot\mathbf m_j}\operatorname{sinc}\frac{\mathbf k\cdot\mathbf d_j}2,$$

and therefore

$$F(\mathbf k)=\frac{i}{k^2}\sum_j(\mathbf k\times\mathbf d_j)\,e^{-i\mathbf k\cdot\mathbf m_j}\operatorname{sinc}\frac{\mathbf k\cdot\mathbf d_j}{2}.\tag{1}$$

No approximation has been made beyond the thin mask and its straight edges. A clockwise contour changes the sign of $F$, so holes are entered clockwise and added. Overlapping polygons would be counted twice and must first be merged. A polygon may cross the cell border, because $e^{-i\mathbf k\cdot\mathbf r}$ has period $P$ at the wavevectors of the orders.

For the L-shape, (1) in the rearranged form derived below agrees with two-dimensional Gauss quadrature to $1.1\times10^{-10}$ nm² over all orders with $|m|,|n|\le4$.

## The rectangle formula recovered

Centre a rectangle of width $w$ and height $h$ on the origin. Its right edge has $\mathbf d=(0,h)$, $\mathbf m=(w/2,0)$ and $\mathbf k\times\mathbf d=k_xh$. Its left edge has the opposite $\mathbf d$ and $\mathbf m$. Together they contribute

$$\frac{i}{k^2}k_xh\operatorname{sinc}\frac{k_yh}2\left(e^{-ik_xw/2}-e^{ik_xw/2}\right)=\frac{2k_xh}{k^2}\sin\frac{k_xw}2\operatorname{sinc}\frac{k_yh}2.$$

Since $2\sin(k_xw/2)=k_xw\operatorname{sinc}(k_xw/2)$, this is

$$\frac{k_x^2}{k^2}\,wh\operatorname{sinc}\frac{k_xw}2\operatorname{sinc}\frac{k_yh}2.$$

The top edge has $\mathbf d=(-w,0)$, $\mathbf m=(0,h/2)$ and $\mathbf k\times\mathbf d=k_yw$. With the bottom edge it gives the same expression with $k_y^2$ in place of $k_x^2$. The fractions add to one:

$$F_{\rm rect}=wh\operatorname{sinc}\frac{k_xw}{2}\operatorname{sinc}\frac{k_yh}{2}.$$

A rectangle centred at $\mathbf r_c$ carries the extra factor $e^{-i\mathbf k\cdot\mathbf r_c}$. For the $113.3\times168.1$ nm rectangle the two routes differ by at most $3.6\times10^{-12}$ nm² over the same orders.

The sinc product can be evaluated at $k=0$ at once. The edge pairs cannot: $k_x^2/k^2$ tends to a value that depends on the direction of approach. Only the sum over the closed contour has a limit.

## First limit: an edge perpendicular to $\mathbf k$

If each edge integral is written as a difference of two vertex exponentials,

$$\frac{e^{-i\mathbf k\cdot\mathbf v_j}-e^{-i\mathbf k\cdot\mathbf v_{j+1}}}{i\,\mathbf k\cdot\mathbf d_j},$$

it becomes 0/0 when $\mathbf k\cdot\mathbf d_j=0$. On a mask with horizontal and vertical edges this happens for the orders on the axes. The midpoint form (1) has no such defect, since the sinc is simply 1.

The limit has a physical meaning. All points of such an edge radiate in phase, and the edge contributes an amplitude $|\mathbf d_j|/k$. For a fixed direction in which $\mathbf k\cdot\mathbf d_j\neq0$, the oscillation along the edge makes its contribution fall as $1/k^2$.

## Second limit: $k\to0$

The factor $1/k^2$ in (1) looks singular. Expand the edge factor for small $k$ as $1-i\mathbf k\cdot\mathbf m_j+O(k^2)$. The constant drops out because the contour closes:

$$\sum_j\mathbf k\times\mathbf d_j=\mathbf k\times\sum_j\mathbf d_j=0.$$

For the linear term, apply the divergence theorem to $\mathbf k(\mathbf k\cdot\mathbf r)$, whose divergence is $k^2$. The average of $\mathbf k\cdot\mathbf r$ on an edge is $\mathbf k\cdot\mathbf m_j$, so

$$\sum_j(\mathbf k\times\mathbf d_j)(\mathbf k\cdot\mathbf m_j)=k^2A,$$

with $A$ the area. Hence $F\to(i/k^2)(-i)k^2A=A$ from every direction. At $k=0$ itself the scheme uses

$$F(0)=A=\frac12\sum_j(x_jy_{j+1}-x_{j+1}y_j).$$

The example has $A=40830.3$ nm², and its zero order is

$$c_{00}=-0.24495+1.24495\times\frac{40830.3}{160000}=0.07275.$$

The opening covers about a quarter of the cell, and the reversed-phase background cancels about 70 % of its mean amplitude.

## The second naive scheme: the edge sum as it stands

In floating-point arithmetic the terms $\mathbf k\times\mathbf d_j$ no longer cancel completely. With relative rounding $\varepsilon$ and perimeter $L$, a residue of order $\varepsilon kL$ remains, and the factor $1/k^2$ turns it into an error of order $\varepsilon L/k$. Moving the origin does not remove this residue, because the offending terms do not depend on position. A shift only alters the individual roundings, which can change the error by a factor of several or more.

For $L=922$ nm in double precision the worst error over five directions, relative to 50-digit arithmetic, is $4.3\times10^{-8}$ nm² at $k=10^{-6}$ nm⁻¹. It grows to 0.05 nm² at $10^{-12}$ nm⁻¹ and 63 nm² at $10^{-15}$ nm⁻¹.

The cure is to remove the vanishing constant on paper. Choose a local origin $\mathbf r_0$, here the mean of the vertices, and let $\mathbf m_j'=\mathbf m_j-\mathbf r_0$. Subtracting $\sum_j\mathbf k\times\mathbf d_j=0$ gives

$$F=e^{-i\mathbf k\cdot\mathbf r_0}\,\frac ik\sum_j(\hat{\mathbf k}\times\mathbf d_j)\,g_j,\qquad g_j=e^{-i\alpha_j}\operatorname{sinc}\beta_j-1,\tag{2}$$

with $\hat{\mathbf k}=\mathbf k/k$, $\alpha_j=\mathbf k\cdot\mathbf m_j'$ and $\beta_j=\mathbf k\cdot\mathbf d_j/2$. To avoid subtracting nearly equal numbers inside $g_j$, split it as

$$g_j=\left(-2\sin^2\frac{\alpha_j}2-i\sin\alpha_j\right)\operatorname{sinc}\beta_j+(\operatorname{sinc}\beta_j-1).$$

The first bracket is $e^{-i\alpha_j}-1$. For $|\beta_j|<0.5$ the last bracket is summed as $-\beta_j^2/6+\beta_j^4/120-\dots$ up to $\beta_j^{12}$.

The gain can be estimated. Since $g_j$ is the average of $e^{-i\mathbf k\cdot(\mathbf r-\mathbf r_0)}-1$ along the edge, $|g_j|\le kR$, where $R$ is the largest distance of the contour from $\mathbf r_0$. A relative error $\varepsilon$ in each term then gives a total of order $\varepsilon LR$, with no $1/k$. Here $R\approx170$ nm and the estimate is a few times $10^{-11}$ nm². The measured errors stay at or below $2.2\times10^{-11}$ nm² over five values of $k$, from $10^{-3}$ to $10^{-15}$ nm⁻¹.

For the orders of a 400 nm cell in double precision, (1) would also serve once $k=0$ is treated separately, because the smallest other $k$ is $0.0157$ nm⁻¹. Form (2) matters for the lowest orders of large cells in single precision. The vertices must then be stored relative to a local origin, so that their own rounding stays small, and the phase $\mathbf k\cdot\mathbf r_0$ must be computed in double precision, because it can reach thousands of radians in the high orders. With $\varepsilon\approx10^{-7}$, a cell of 1 mm and $L=922$ nm, $\varepsilon L/k$ is of order 10 nm² in the first order. This is a cautious estimate: individual roundings are often smaller and partly cancel, so the actual error can be about ten times less.

## One order by hand

For order (1,1), $k_x=k_y=0.0157080$ nm⁻¹. The chamfer, edge 4, has $\mathbf d=(-31.7,31.7)$ nm, so $\mathbf k\cdot\mathbf d=0$ and the first limit applies. Its prefactor is

$$\frac{\mathbf k\times\mathbf d}{k^2}=\frac{63.4\,k_x}{2k_x^2}=\frac{31.7}{0.0157080}=2018.1\ \text{nm}^2.$$

The midpoint is $(25.45,6.75)$ nm and the vertex mean is $(12.986,2.086)$ nm, so $\alpha=0.0157080\times17.129=0.26906$. Then $g=-0.03598-0.26582i$, and the edge contributes $i\times2018.1\,g=536.4-72.6i$ nm².

The seven edges add to $16617.9+11742.7i$ nm². The phase of the local origin, $e^{-0.23674i}$, turns this into $F=18908.4+7517.6i$ nm². Multiplication by $1.24495/160000$ nm⁻² gives $c_{11}=0.1471+0.0585i$.

## How pixel errors reach the image

The comparison uses a scalar, coherent image with on-axis illumination, a wavelength of 193 nm and a numerical aperture of 1.35:

$$I(\mathbf r)=\Big|\sum_{\rm pupil}c_{mn}e^{i\mathbf k\cdot\mathbf r}\Big|^2,\qquad \frac{193}{400}\sqrt{m^2+n^2}\le1.35.$$

The pupil passes 21 orders. The width of the vertical arm is read at $y=60$ nm and at a fixed threshold of 0.30 of the clear-field intensity. With the polygon orders it is 100.33 nm, for a drawn width of 113.3 nm.

With binary pixels the largest error of any passed order, relative to the clear-field amplitude, falls from $1.2\times10^{-2}$ at $N=32$ to $1.5\times10^{-3}$ at $N=256$. With grey pixels it falls from $7.5\times10^{-4}$ to $1.3\times10^{-5}$. The grey bound at $N=256$ is $1.3\times10^{-4}$, ten times the actual error.

The width behaves less regularly. Binary sampling changes it by $-0.34$, $+3.02$, $-0.71$ and $-0.42$ nm at $N=32$, 64, 128 and 256, so the first refinement makes it much worse. The snapped arm widens at the same step. The arm edges at $-103.7$ and $9.6$ nm go to $-100$ and $12.5$ nm at $N=32$, an arm of 112.5 nm, but to $-106.25$ and $12.5$ nm at $N=64$, an arm of 118.75 nm. The arm is again 112.5 nm wide at $N=128$ and 256. The three grids with equal arms still give different image widths. At $N=32$ the arm lies about 3 nm further to the right than on the two finer grids, and the other edges also snap differently. Between $N=128$ and 256 the only horizontal or vertical edge that moves is the top one, from 125.0 to 126.56 nm. The arm shift and the other edges each change the width by a few tenths of a nanometre, partly in opposite directions. The pixel factor adds about 0.1 nm at $N=32$ and less than 0.03 nm on the finer grids. Agreement between two grids is therefore weak evidence of convergence. Grey sampling keeps the width error within 0.04 nm on all four grids.

The effect of a moved edge follows from the strip it sweeps. If every edge moves outward by $b$, then to first order

$$\delta F=b\sum_j|\mathbf d_j|\,e^{-i\mathbf k\cdot\mathbf m_j}\operatorname{sinc}\frac{\mathbf k\cdot\mathbf d_j}2.$$

If the edges move by different amounts, each term takes its own $b_j$. A shift of 1 nm of the 247.7 nm left edge changes an order by at most $247.7\times1.24495/160000=1.9\times10^{-3}$, comparable with the binary errors on the finer grids.

## Beside a real exposure

The wavelength, aperture, fourfold reduction and 6 % background are those of ArF water-immersion lithography with an attenuated phase-shift mask. The arm is far wider than the smallest features such a system prints, and a coherent on-axis source is a simplification, since a real source is extended and may be off-axis. The following changes are taken one at a time, with threshold and cut line held fixed.

- A real absorber is not thin. If its walls disturb the field over 10 nm on the mask, a rough assumed figure, and this acts as a 2.5 nm inward shift of every edge at wafer scale, the width changes by about $-5$ nm.
- Over a rough absorber thickness of 70 nm, the outermost order accumulates about 0.08 rad less phase than the zero order, estimated for propagation in vacuum.
- A disc source filling 0.3 of the pupil radius changes the width by roughly $+0.7$ nm. The source must be sampled finely, because the pupil edge cuts several orders for part of the source: the coarse 29-point grid in the output below gives $+1.0$ nm.
- Energy conservation between mask and image angles multiplies each order by $\sqrt{\cos\theta_{\rm mask}/\cos\theta_{\rm image}}$. In water this reaches 1.21 for the outermost orders and changes the width by $+1.8$ nm.
- For polarization in the plane of incidence, the fields of two opposite orders at $\pm\theta$ enclose the angle $2\theta$, which multiplies their interference term by $\cos2\theta$. In a resist of index about 1.7 the outermost orders have $\theta\approx39°$ and the factor is about 0.2, so a scalar image is a poor guide for that polarization.

For this pattern, the binary width error at $N=64$ is larger than two of the three width changes listed, while the grey error is far below all three. The vertex formula removes the discretization error of the thin mask. It leaves the error of the thin-mask model untouched, which matters most for small openings in thick absorbers. The numerical output below gives the other edge terms of order (1,1) and the values of several more orders.

## Table of computed values

```
wavelength 193 nm, NA 1.35, period 400 nm, reduction 4
background intensity 0.06, amplitude -0.24495
vertices (nm): (-103.7,-121.3) (118.9,-121.3) (118.9,-9.1) (41.3,-9.1) (9.6,22.6) (9.6,126.4) (-103.7,126.4)
area 40830.315 nm^2, perimeter 922.031 nm, orders in pupil 21
vertex mean (12.9857, 2.0857) nm
order (1,1): kx = ky = 0.0157080 1/nm; edge terms about vertex mean:
  edge 1: k.d/2 =  1.74830 rad, term =   3588.662  +8827.697i nm^2
  edge 2: k.d/2 =  0.88122 rad, term =   1782.986  -1002.778i nm^2
  edge 3: k.d/2 = -0.60947 rad, term =   1785.915   -989.269i nm^2
  edge 4: k.d/2 =  0.00000 rad, term =    536.448    -72.606i nm^2
  edge 5: k.d/2 =  0.81524 rad, term =   2607.761  -1924.817i nm^2
  edge 6: k.d/2 = -0.88986 rad, term =   2666.135  -1930.790i nm^2
  edge 7: k.d/2 = -1.94543 rad, term =   3649.966  +8835.232i nm^2
  sum = 16617.873 +11742.669i nm^2; F(1,1) = 18908.438 +7517.642i nm^2
order (0,0): c = 0.072749 +0.000000i, |c| = 0.072749
order (1,0): c = 0.189411 +0.056018i, |c| = 0.197520
order (0,1): c = 0.151685 +0.067096i, |c| = 0.165862
order (1,1): c = 0.147125 +0.058494i, |c| = 0.158327
order (1,-1): c = 0.035695 -0.002931i, |c| = 0.035815
order (2,0): c = -0.009626 +0.067700i, |c| = 0.068381
order (2,1): c = 0.036873 +0.014216i, |c| = 0.039518
max |F - quadrature|: mask 1.1e-10, star 7.4e-11 nm^2
k = 1e-03 1/nm: error plain 4.9e-11, stable 2.2e-11 nm^2
k = 1e-06 1/nm: error plain 4.3e-08, stable 1.5e-11 nm^2
k = 1e-09 1/nm: error plain 9.0e-05, stable 1.5e-11 nm^2
k = 1e-12 1/nm: error plain 5.2e-02, stable 1.5e-11 nm^2
k = 1e-15 1/nm: error plain 6.3e+01, stable 7.3e-12 nm^2
rectangle 113.3 x 168.1 nm: max |polygon - sinc| = 3.6e-12 nm^2
snapped at 64 pixels: 112.50 x 168.75 nm, max |FFT - snapped formula| = 5.5e-12 nm^2
rectangle |F(1,0)|: exact 16629.850, binary FFT 16615.511 nm^2
arm width at threshold 0.3, y = 60 nm: 100.3299 nm; peak intensity 1.1741
pixels: max order error binary, grey, grey bound; width error (nm)
  N=32, 12.5000 nm: 1.21e-02, 7.49e-04, 8.81e-03; binary -0.3393, grey +0.0040
  N=64, 6.2500 nm: 8.80e-03, 3.02e-04, 2.16e-03; binary +3.0155, grey -0.0360
  N=128, 3.1250 nm: 2.16e-03, 2.76e-05, 5.31e-04; binary -0.7074, grey -0.0124
  N=256, 1.5625 nm: 1.51e-03, 1.26e-05, 1.31e-04; binary -0.4159, grey +0.0002
  N=1024, 0.3906 nm: binary 5.49e-04; width error +0.0482 nm
edge layer 10 nm on mask (rough) = 2.50 nm at wafer: width change -4.968 nm
  change of c(0,0): full -0.01773, first order -0.01794
absorber 70 nm (rough): phase of outermost order 0.0845 rad
disc source sigma 0.3 (29 points): width change +0.999 nm
radiometric factor, outermost order, water index 1.44: 1.2058; width change +1.839 nm
outermost order: sine x index 1.0789, angle in resist (index 1.7, rough) 39.39 deg
TM interference factor of opposite outermost orders 0.1944
```
